**Segment weights of the hybridization expansion, compared with matrix traces and diagonalization**

The program tests the CT-HYB weight $\prod_a\sigma_a\det\Delta_a(s_i-e_j)\,\exp(-\sum_a\epsilon_a\ell_a-\sum_{a<b}U_{ab}O_{ab})$. Here $s_i$ and $e_j$ are the start and end times of occupied segments, $\ell_a$ their total length, $O_{ab}$ the overlap of two flavours, $\Delta_a$ the hybridization function, and $\sigma_a$ is $1$ for a flavour empty at time zero and $(-1)^{k_a}$ for an occupied one. It asserts that $\Delta(\tau)$ agrees with its Matsubara sum, that the determinant equals the bath trace in Fock space, and that the segment formula equals the local matrix trace for three flavours with unequal interactions. For one configuration it asserts that the weight equals the full impurity-plus-bath trace at the same times; both print as $1.31468155\times10^{-2}\,E_0^8$, and one of the six up-flavour contractions is negative. It then integrates the expansion by random sampling and asserts agreement, within five standard errors plus a small truncation allowance, with diagonalization and with order coefficients obtained by a Fourier transform in the hybridization strength. The output gives $Z/Z_{\rm bath}=697.70\pm0.52$ from sampling and $697.63$ from diagonalization. Orders above five per flavour, which the sampling omits, carry about $10^{-5}$ of $Z$. No sampled value of $\sigma_a\det\Delta_a$ was negative.

## Check in Python

```python
"""Hybridization expansion (CT-HYB) of an impurity with density-density interaction.

Result under test:
  Z/Z_bath = sum over orders, integral over times of
     prod_a sigma_a det[Delta(s_i - e_j)] * exp(-sum eps_a l_a - sum U_ab O_ab)
s_i, e_j : sorted times of impurity creation (start) and annihilation (end)
l_a      : total occupied length of flavour a;  O_ab : common occupied length
sigma_a  : +1 if flavour a is empty at time 0, (-1)^k if it is occupied there
Delta    : hybridization function, Delta(iw) = sum_p V_p^2/(iw - e_p)
Energies are in a model unit E0, imaginary times in 1/E0 (hbar = k_B = 1).
"""
import itertools
import math
import numpy as np
from scipy.linalg import expm

beta, U = 4.0, 2.0
eps = np.array([-1.3, -0.9])            # impurity levels, up and down
bath_e = np.array([-0.6, 0.8])          # bath levels, same for both flavours
bath_v = np.array([0.5, 0.4])           # hybridization amplitudes
rng = np.random.default_rng(12345)


def annihilators(modes):
    """Fermion annihilation matrices in the occupation basis."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for m in range(modes):
        matrix = np.eye(1)
        for j in range(modes):
            factor = parity if j < m else (lower if j == m else np.eye(2))
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def hybridization(tau):
    """Delta(tau) for -beta < tau < beta, antiperiodic."""
    tau = np.asarray(tau, dtype=float)
    shifted = np.where(tau > 0, tau, tau + beta)
    total = np.zeros_like(shifted)
    for e, v in zip(bath_e, bath_v):
        total = total - v**2 * np.exp(-e * shifted) / (1 + np.exp(-beta * e))
    return np.where(tau > 0, total, -total)


def ordered_trace(energies, events, fermionic):
    """Tr e^{-beta H0} T(product of events); H0 diagonal; events in written order."""
    order = sorted(range(len(events)), key=lambda i: -events[i][0])
    sign = 1
    if fermionic:
        for i, j in itertools.combinations(range(len(order)), 2):
            if order[i] > order[j]:
                sign = -sign
    matrix = np.eye(len(energies))
    previous = beta
    for i in order:
        time, operator = events[i]
        matrix = (matrix * np.exp(-(previous - time) * energies)) @ operator
        previous = time
    return sign * np.sum(np.diag(matrix) * np.exp(-previous * energies))


def split_times(times, occupied):
    """Sorted times (N, 2k) -> starts, ends, and occupied pieces [low, high]."""
    n = len(times)
    if occupied:
        ends, starts = times[:, 0::2], times[:, 1::2]
        low = np.hstack([np.zeros((n, 1)), starts])
        high = np.hstack([ends, np.full((n, 1), beta)])
    else:
        starts, ends = times[:, 0::2], times[:, 1::2]
        low, high = starts, ends
    return starts, ends, low, high


def common_length(low_a, high_a, low_b, high_b):
    top = np.minimum(high_a[:, :, None], high_b[:, None, :])
    bottom = np.maximum(low_a[:, :, None], low_b[:, None, :])
    return np.clip(top - bottom, 0, None).sum(axis=(1, 2))


def signed_determinant(starts, ends, occupied):
    k = starts.shape[1]
    if k == 0:
        return np.ones(len(starts))
    sign = (-1) ** k if occupied else 1
    return sign * np.linalg.det(hybridization(starts[:, :, None] - ends[:, None, :]))


# ---- Delta(tau) against its Matsubara sum (the 1/(iw) tail is summed analytically)
w = (2 * np.arange(-20000, 20000) + 1) * np.pi / beta
remainder = sum(v**2 / (1j * w - e) - v**2 / (1j * w) for e, v in zip(bath_e, bath_v))
for tau in (0.7, 2.9):
    summed = np.sum(np.exp(-1j * w * tau) * remainder).real / beta
    summed -= np.sum(bath_v**2) / 2
    assert abs(summed - hybridization(tau)) < 1e-5

# ---- bath Wick theorem: Fock-space trace against determinant
c = annihilators(2)
C = sum(v * op for v, op in zip(bath_v, c))
bath_energies = np.diag(sum(e * op.T @ op for e, op in zip(bath_e, c)))
z_bath_one = np.exp(-beta * bath_energies).sum()
wick_error = 0.0
for trial in range(60):
    k = 1 + trial % 4
    t_c, t_cdag = rng.uniform(0, beta, k), rng.uniform(0, beta, k)
    events = []
    for a, b in zip(t_c, t_cdag):
        events += [(a, C), (b, C.T)]
    brute = ordered_trace(bath_energies, events, True) / z_bath_one
    formula = np.linalg.det(-hybridization(t_c[:, None] - t_cdag[None, :]))
    wick_error = max(wick_error, abs(brute - formula))
assert wick_error < 1e-11

# ---- local trace, three flavours with unequal U_ab: matrices against segments
d3 = annihilators(3)
n3 = [op.T @ op for op in d3]
eps3 = [-0.7, 0.3, -0.4]
pair_u = {(0, 1): 1.1, (0, 2): 0.6, (1, 2): 1.7}
h3 = sum(x * n for x, n in zip(eps3, n3))
h3 = h3 + sum(u * n3[a] @ n3[b] for (a, b), u in pair_u.items())
local_error = 0.0
for trial in range(60):
    events, pieces, exponent, sign = [], [], 0.0, 1
    for a in range(3):
        k, occupied = int(rng.integers(1, 4)), bool(rng.integers(0, 2))
        times = np.sort(rng.uniform(0, beta, (1, 2 * k)), axis=1)
        starts, ends, low, high = split_times(times, occupied)
        for s, e in zip(starts[0], ends[0]):
            events += [(e, d3[a]), (s, d3[a].T)]
        pieces.append((low, high))
        exponent -= eps3[a] * (high - low).sum()
        sign *= (-1) ** k if occupied else 1
    for (a, b), u in pair_u.items():
        exponent -= u * common_length(*pieces[a], *pieces[b])[0]
    brute = ordered_trace(np.diag(h3), events, True)
    local_error = max(local_error, abs(brute / (sign * np.exp(exponent)) - 1))
assert local_error < 1e-10
bad = [(2.0, d3[0]), (0.5, d3[0].T), (3.0, d3[0]), (1.0, d3[0].T)]
assert abs(ordered_trace(np.diag(h3), bad, True)) < 1e-14

# ---- full impurity plus bath: modes (d, bath 1, bath 2) for up, then for down
f = annihilators(6)
d = [f[0], f[3]]
C_full = [bath_v[0] * f[1] + bath_v[1] * f[2], bath_v[0] * f[4] + bath_v[1] * f[5]]
number = [op.T @ op for op in d]
H0 = eps[0] * number[0] + eps[1] * number[1] + U * number[0] @ number[1]
for first in (1, 4):
    for p in range(2):
        H0 = H0 + bath_e[p] * f[first + p].T @ f[first + p]
gain = [d[a].T @ C_full[a] for a in range(2)]      # bath -> impurity
loss = [g.T for g in gain]                         # impurity -> bath
z_bath = np.prod(1 + np.exp(-beta * bath_e)) ** 2

# ---- one configuration worked by hand
up_times = np.array([[0.3, 1.1, 1.6, 2.2, 2.9, 3.7]])
dn_times = np.array([[0.7, 2.0]])
su, eu, lu, hu = split_times(up_times, False)
sd, ed, ld, hd = split_times(dn_times, True)
matrix_up = hybridization(su[0][:, None] - eu[0][None, :])
contractions = []
for perm in itertools.permutations(range(3)):
    parity = round(np.linalg.det(np.eye(3)[list(perm)]))
    contractions.append((perm, parity * np.prod([matrix_up[i, perm[i]] for i in range(3)])))
det_up = signed_determinant(su, eu, False)[0]
det_dn = signed_determinant(sd, ed, True)[0]
len_up, len_dn = (hu - lu).sum(), (hd - ld).sum()
overlap = common_length(lu, hu, ld, hd)[0]
local_factor = np.exp(-eps[0] * len_up - eps[1] * len_dn - U * overlap)
weight = det_up * det_dn * local_factor
vertices = []
for a, (starts, ends) in enumerate(((su, eu), (sd, ed))):
    vertices += [(t, -gain[a]) for t in starts[0]] + [(t, -loss[a]) for t in ends[0]]
weight_trace = ordered_trace(np.diag(H0), vertices, False) / z_bath
assert abs(weight / weight_trace - 1) < 1e-9
assert abs(sum(x for _, x in contractions) - det_up) < 1e-12
assert sum(x < 0 for _, x in contractions) == 1 and weight > 0

# ---- exact order coefficients: Fourier transform of Z in the hybridization strength
points = 12
phases = np.exp(2j * np.pi * np.arange(points) / points)
grid = np.empty((points, points), dtype=complex)
for i, x in enumerate(phases):
    for j, y in enumerate(phases):
        h = H0 + x * gain[0] + loss[0] + y * gain[1] + loss[1]
        grid[i, j] = np.trace(expm(-beta * h))
coefficients = (np.fft.fft2(grid) / points**2).real / z_bath

# ---- exact thermal averages by diagonalization
H = H0 + sum(gain) + sum(loss)
levels, states = np.linalg.eigh(H)
boltzmann = np.exp(-beta * levels)
z_exact = boltzmann.sum() / z_bath


def thermal(operator):
    diagonal = np.einsum('ij,ij->j', states, operator @ states)
    return np.sum(boltzmann * diagonal) / boltzmann.sum()


exact = [thermal(number[0]), thermal(number[1]), thermal(number[0] @ number[1])]
exact += [-beta * thermal(gain[a] + loss[a]) / 2 for a in range(2)]
assert abs(coefficients.sum() / z_exact - 1) < 1e-9
order_index = np.arange(points)
k_from_series = [(coefficients.sum(axis=1 - a) * order_index).sum() / z_exact
                 for a in range(2)]
assert np.allclose(k_from_series, exact[3:], atol=1e-8)

# ---- direct random integration of the segment expansion
kmax, batches, samples = 5, 40, 4000
z_mc = np.zeros((batches, kmax + 1, kmax + 1))
moments = np.zeros((batches, 5))
lowest_det = np.inf
for b in range(batches):
    lines = [[], []]
    for a in range(2):
        for k in range(kmax + 1):
            volume = beta ** (2 * k) / math.factorial(2 * k)
            for occupied in (False, True):
                times = np.sort(rng.uniform(0, beta, (samples, 2 * k)), axis=1)
                starts, ends, low, high = split_times(times, occupied)
                det = signed_determinant(starts, ends, occupied)
                lowest_det = min(lowest_det, det.min())
                length = (high - low).sum(axis=1)
                amplitude = volume * det * np.exp(-eps[a] * length)
                lines[a].append((k, low, high, length, amplitude))
    for ku, low_u, high_u, length_u, amp_u in lines[0]:
        for kd, low_d, high_d, length_d, amp_d in lines[1]:
            shared = common_length(low_u, high_u, low_d, high_d)
            value = amp_u * amp_d * np.exp(-U * shared)
            mean = value.mean()
            z_mc[b, ku, kd] += mean
            moments[b] += [value @ length_u / (samples * beta),
                           value @ length_d / (samples * beta),
                           value @ shared / (samples * beta), ku * mean, kd * mean]
assert lowest_det > -1e-12


def ratio(top, bottom):
    """Ratio of batch means and its standard error."""
    r = top.mean() / bottom.mean()
    return r, np.std((top - r * bottom) / bottom.mean(), ddof=1) / math.sqrt(batches)


z_batch = z_mc.sum(axis=(1, 2))
z_mean, z_error = ratio(z_batch, np.ones(batches))
omitted = 1 - coefficients[:kmax + 1, :kmax + 1].sum() / z_exact
assert abs(omitted) < 1e-3
assert z_error / z_exact < 0.02
assert abs(z_mean - z_exact) < 5 * z_error + abs(omitted) * z_exact
for ku in range(3):
    for kd in range(3):
        m, err = ratio(z_mc[:, ku, kd], np.ones(batches))
        target = coefficients[ku, kd]
        assert err < 0.05 * target
        assert abs(m - target) < 5 * err + 1e-9 * target
averages = [ratio(moments[:, i], z_batch) for i in range(5)]
for (m, err), target in zip(averages, exact):
    assert err < 0.03
    assert abs(m - target) < 5 * err + 12 * abs(omitted)

# ---- printed results
print(f"beta = {beta} 1/E0, U = {U} E0, eps_up = {eps[0]} E0, eps_dn = {eps[1]} E0")
print(f"bath levels {bath_e} E0, amplitudes V {bath_v} E0")
print(f"largest bath-determinant error (60 cases): {wick_error:.1e} (E0^2k)")
print(f"largest relative local-trace error (60 cases): {local_error:.1e}")
print("One configuration")
print(f"up starts {su[0]}, ends {eu[0]} 1/E0")
print(f"down end {ed[0]}, start {sd[0]} 1/E0 (wraps through 0)")
for i in range(3):
    print(f"Delta(s_{i+1}-e_j), j=1..3:", " ".join(f"{x:.6f}" for x in matrix_up[i]), "E0^2")
for perm, x in contractions:
    print(f"contraction s_1,s_2,s_3 with e_{[p + 1 for p in perm]}: {x:.8f} E0^6")
print(f"det up = {det_up:.8f} E0^6")
print(f"Delta(s-e) down = {hybridization(sd[0, 0] - ed[0, 0]):.6f} E0^2")
print(f"sigma*det down = {det_dn:.6f} E0^2")
print(f"length up = {len_up:.3f}, down = {len_dn:.3f}, overlap = {overlap:.3f} 1/E0")
print(f"local factor = {local_factor:.6f}")
print(f"weight from segments   = {weight:.8e} E0^8")
print(f"weight from full trace = {weight_trace:.8e} E0^8")
print("Sum over configurations")
print(f"{batches} batches of {samples} samples per order pair and line type")
print(f"Z/Z_bath exact = {z_exact:.5f}, sampled = {z_mean:.5f} +- {z_error:.5f}")
print(f"fraction of Z beyond order {kmax} per flavour = {omitted:.1e}")
print(f"lowest sigma*det among samples = {lowest_det:.1e} (E0^2k)")
for total in range(6):
    pairs = [(i, total - i) for i in range(total + 1)]
    p_exact = sum(coefficients[i, j] for i, j in pairs) / z_exact
    p, err = ratio(sum(z_mc[:, i, j] for i, j in pairs), z_batch)
    assert abs(p - p_exact) < 5 * err + 2 * abs(omitted)
    print(f"P(k_up+k_dn={total}): exact {p_exact:.5f}, sampled {p:.5f} +- {err:.5f}")
names = ["<n_up>", "<n_dn>", "<n_up n_dn>", "<k_up>", "<k_dn>"]
for name, target, (m, err) in zip(names, exact, averages):
    print(f"{name}: exact {target:.5f}, sampled {m:.5f} +- {err:.5f}")
print("PASS")
```

It prints:

```
beta = 4.0 1/E0, U = 2.0 E0, eps_up = -1.3 E0, eps_dn = -0.9 E0
bath levels [-0.6  0.8] E0, amplitudes V [0.5 0.4] E0
largest bath-determinant error (60 cases): 8.3e-17 (E0^2k)
largest relative local-trace error (60 cases): 1.9e-15
One configuration
up starts [0.3 1.6 2.9], ends [1.1 2.2 3.7] 1/E0
down end [0.7], start [2.] 1/E0 (wraps through 0)
Delta(s_1-e_j), j=1..3: 0.153714 0.101957 0.124931 E0^2
Delta(s_2-e_j), j=1..3: -0.131118 0.170039 0.098639 E0^2
Delta(s_3-e_j), j=1..3: -0.097653 -0.119460 0.153714 E0^2
contraction s_1,s_2,s_3 with e_[1, 2, 3]: 0.00401767 E0^6
contraction s_1,s_2,s_3 with e_[1, 3, 2]: 0.00181127 E0^6
contraction s_1,s_2,s_3 with e_[2, 1, 3]: 0.00205491 E0^6
contraction s_1,s_2,s_3 with e_[2, 3, 1]: -0.00098208 E0^6
contraction s_1,s_2,s_3 with e_[3, 1, 2]: 0.00195686 E0^6
contraction s_1,s_2,s_3 with e_[3, 2, 1]: 0.00207446 E0^6
det up = 0.01093309 E0^6
Delta(s-e) down = -0.099698 E0^2
sigma*det down = 0.099698 E0^2
length up = 2.200, down = 2.700, overlap = 1.400 1/E0
local factor = 12.061276
weight from segments   = 1.31468155e-02 E0^8
weight from full trace = 1.31468155e-02 E0^8
Sum over configurations
40 batches of 4000 samples per order pair and line type
Z/Z_bath exact = 697.63302, sampled = 697.70180 +- 0.51748
fraction of Z beyond order 5 per flavour = 1.1e-05
lowest sigma*det among samples = 1.6e-03 (E0^2k)
P(k_up+k_dn=0): exact 0.31692, sampled 0.31689 +- 0.00024
P(k_up+k_dn=1): exact 0.33260, sampled 0.33279 +- 0.00026
P(k_up+k_dn=2): exact 0.21692, sampled 0.21664 +- 0.00017
P(k_up+k_dn=3): exact 0.09614, sampled 0.09626 +- 0.00007
P(k_up+k_dn=4): exact 0.02967, sampled 0.02968 +- 0.00002
P(k_up+k_dn=5): exact 0.00654, sampled 0.00654 +- 0.00001
<n_up>: exact 0.74317, sampled 0.74306 +- 0.00023
<n_dn>: exact 0.27795, sampled 0.27802 +- 0.00025
<n_up n_dn>: exact 0.09867, sampled 0.09866 +- 0.00007
<k_up>: exact 0.57409, sampled 0.57379 +- 0.00020
<k_dn>: exact 0.63959, sampled 0.63984 +- 0.00030
PASS
```
